# Why a smooth interface turns back most phonons from the slow side

## A case simple enough to see through

Let a wave travel at speed $c_1$ in one solid and meet a flat boundary with a solid in which waves travel twice as fast. Its wavelength is $\lambda_1$, and its direction makes an angle $\theta$ with the normal. Along the boundary its crests are $\lambda_1/\sin\theta$ apart.

A wave on the far side has the same frequency, hence wavelength $2\lambda_1$. Its crests along the boundary can be no closer than $2\lambda_1$, the spacing at grazing travel. The two patterns must match at every point of the boundary, so crossing requires $\lambda_1/\sin\theta\ge 2\lambda_1$, or $\theta\le30^\circ$. Waves at larger angles from the normal have no travelling partner.

Under isotropic incidence, this cone receives one quarter of the energy flux. For general speeds $c_1<c_2$ the share is $(c_1/c_2)^2$. "Most phonons are blocked", counted by flux and by total reflection alone, therefore needs $c_2>\sqrt2\,c_1$. The blocking also applies to one encounter: a phonon scattered later inside the slow solid may return within the cone.

## Why the wave is turned back

The model is a scalar displacement $u$ in two lossless half-spaces with densities $\rho_j$ and stiffnesses $\mu_j=\rho_jc_j^2$. The slow medium fills $z<0$. With time factor $e^{-i\omega t}$, each medium obeys $\mu_j\nabla^2u+\rho_j\omega^2u=0$. A flat, static interface conserves the frequency $\omega$ and the wavevector $k_\parallel$ along it. Inserting a plane wave gives

$$k_{jz}^2=\frac{\omega^2}{c_j^2}-k_\parallel^2,\qquad k_\parallel=\frac{\omega}{c_1}\sin\theta .$$

Displacement $u$ and stress $\mu\,\partial_zu$ are continuous. For incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$, define $Z_j=\mu_jk_{jz}$. Then

$$1+r=t,\qquad Z_1(1-r)=Z_2t .$$

Substituting the first equation into the second gives $Z_1-Z_2=r(Z_1+Z_2)$, so

$$r=\frac{Z_1-Z_2}{Z_1+Z_2},\qquad t=\frac{2Z_1}{Z_1+Z_2}.$$

The time-averaged flux along $z$ is $\tfrac12\omega\mu\,\mathrm{Im}(u^*\partial_zu)$. For real $k_{2z}$ the transmitted fraction is

$$T=\frac{Z_2}{Z_1}|t|^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

If $k_\parallel>\omega/c_2$, then $k_{2z}=i\kappa$ with $\kappa=\sqrt{k_\parallel^2-\omega^2/c_2^2}$, the sign being chosen so that the field decays into the fast side. There $u^*\partial_zu=-\kappa|u|^2$ is real, and the flux vanishes. Also $Z_2=iX$ with $X=\mu_2\kappa$, so numerator and denominator of $r$ are complex conjugates and $|r|=1$. The limit $k_\parallel=\omega/c_2$ defines the critical angle,

$$\sin\theta_c=\frac{c_1}{c_2}.$$

## How much flux lies in the cone

Isotropic incidence means equal energy density per solid angle $d\Omega$. The flux striking the surface carries an extra factor $\cos\theta$, the normal component of the direction of travel. The open share is therefore

$$F=\frac{\int_0^{\theta_c}\cos\theta\sin\theta\,d\theta}{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}
=\frac{\tfrac12\sin^2\theta_c}{\tfrac12}=\left(\frac{c_1}{c_2}\right)^2 .$$

The same result has a picture in wavevector space. With $k_1=\omega/c_1$ and $k_\parallel=k_1\sin\theta$,

$$d^2k_\parallel=k_\parallel\,dk_\parallel\,d\phi=k_1^2\sin\theta\cos\theta\,d\theta\,d\phi=k_1^2\cos\theta\,d\Omega .$$

Incident flux thus fills a disc of radius $\omega/c_1$ uniformly, while the fast medium accepts a disc of radius $\omega/c_2$. The ratio of areas is $F$.

Counting phonons instead of flux drops the factor $\cos\theta$. Of those moving toward the interface, the share in the cone is

$$N=\int_0^{\theta_c}\sin\theta\,d\theta=1-\cos\theta_c .$$

This number matters for transient heating. In a film with flat, parallel, lossless faces and no internal scattering, $k_\parallel$ survives every reflection, so a blocked phonon stays blocked on every return. If heating fills all directions equally, the film can release at most the share $N$ of its phonon energy at that frequency before scattering refills the cone.

## An aluminium line at 4 K

Consider an aluminium line on a stiff ceramic dielectric, as might serve in cryogenic electronics. Rough values for transverse waves are $c_1=3.0$ km/s and $\rho_1=2.7$ g/cm³ in aluminium, and $c_2=6.0$ km/s and $\rho_2=3.3$ g/cm³ in the ceramic. Take a frequency of 0.25 THz, for which $hf/k_BT=3.0$ at 4 K. This is near the maximum of the thermal spectrum $x^3/(e^x-1)$, which lies where $x=3(1-e^{-x})$, slightly below 3. The wavelength in aluminium is $3.0/0.25=12$ nm. Then

$$\theta_c=30^\circ,\qquad F=(3.0/6.0)^2=0.25,\qquad N=1-\cos30^\circ=0.134 .$$

Three quarters of the incident flux is totally reflected. A direct sum over a mesh of wavevectors in a thin frequency shell, weighted by normal velocity, gives 0.2505 for the open share. With $c_1$ held fixed, most flux is blocked once $c_2$ exceeds 4.24 km/s.

Waves inside the cone are partly reflected too. At normal incidence $Z_2/Z_1=(3.3\times6.0)/(2.7\times3.0)=2.44$, so $T=4(2.44)/(3.44)^2=0.82$. The flux average inside the cone is higher, 0.905. The reason is that

$$\frac{Z_2}{Z_1}=2.44\sqrt{\frac{1-4\sin^2\theta}{1-\sin^2\theta}}$$

falls from 2.44 to zero as $\theta$ goes from 0 to $30^\circ$. On the way it passes through 1, where $T=1$. The share of all incident flux that crosses is $\tau_{12}=0.25\times0.905=0.226$.

## What roughness can and cannot do

A corrugation of period $L$ can change $k_\parallel$ by multiples of $2\pi/L$. Take a wave incident at $48.6^\circ$, so that $k_\parallel=0.75k_1$, and choose $L=16$ nm, so that $2\pi/L=0.75k_1$ as well. One step down brings $k_\parallel$ to zero, inside the accepted disc of radius $0.5k_1$. A numerical solution of the wave equation with a corrugation amplitude of 1.9 nm transmits about 7% of this wave's flux; the flat interface transmits none. Flatness is therefore what blocks this particular wave.

It does not follow that roughening can release the other three quarters. For any static, linear, lossless interface, let $S$ be the matrix that takes incoming to outgoing amplitudes at one frequency, normalized to unit flux. Energy conservation makes $S$ unitary, so each of its rows has unit norm. Isotropic incidence feeds every incoming slow-side channel equally, because flux is uniform over the disc. With unit flux in each, and no fixed phase relation between them, the transmitted total is

$$\sum_{f\in2}\sum_{i\in1}|S_{fi}|^2\le\sum_{f\in2}1=N_2 ,$$

where $N_j$ is the number of channels on side $j$. It is proportional to the disc area, so the incident total is $N_1$ and

$$\tau_{12}\le\frac{N_2}{N_1}=\left(\frac{c_1}{c_2}\right)^2 .$$

Roughness changes which phonons cross, but under isotropic incidence the total remains capped at $F$. In the example, the best possible gain over the flat interface is from 0.226 to 0.25, a little over 10% in relative terms.

For the flat interface the reverse process gives the same accounting. $T$ is symmetric in $Z_1$ and $Z_2$, so both directions integrate the same function over the small disc, but divide by different disc areas. Hence $\tau_{12}=(c_1/c_2)^2\tau_{21}$, with $\tau_{21}=0.905$ here.

## When the fast layer is thin

The decaying field can reach a second slow medium behind a fast layer of thickness $d$. Let aluminium lie on both sides, write $Z=Z_1$, and let $t$ be the amplitude at the far face. There $u=t$ and $\mu\,\partial_zu=iZt$. The solution in the layer with these values is

$$u=t\left[\cosh\kappa(z-d)+\frac{iZ}{X}\sinh\kappa(z-d)\right].$$

With $C=\cosh\kappa d$ and $S_d=\sinh\kappa d$, the values at the near face $z=0$ are

$$u_0=t\left(C-\frac{iZ}{X}S_d\right),\qquad (\mu\,\partial_zu)_0=t\,(iZC-XS_d).$$

There also $1+r=u_0$ and $iZ(1-r)=(\mu\,\partial_zu)_0$. Dividing the second by $iZ$ and adding removes $r$:

$$2=t\left[2C+i\left(\frac XZ-\frac ZX\right)S_d\right].$$

Taking the squared modulus and using $C^2=1+S_d^2$,

$$T_d=|t|^2=\left[1+\left(\frac{Z^2+X^2}{2ZX}\right)^2\sinh^2\kappa d\right]^{-1}.$$

Averaged with the flux weight over angles beyond $\theta_c$, the leak as a share of all incident flux is 11% for 5 nm, 1.0% for 20 nm and 0.005% for 100 nm. Since $\kappa=k_1\sqrt{\sin^2\theta-\sin^2\theta_c}$ vanishes at the critical angle, waves just outside the cone penetrate furthest. At this frequency a 100 nm ceramic layer acts as a half-space for nearly all of the blocked flux, while a 5 nm liner does not. These shares belong to the scalar model, which describes transverse waves polarized parallel to the interface. Transverse waves polarized in the plane of incidence couple to longitudinal motion in the layer and can tunnel more strongly through thin layers: with a longitudinal speed of 10.5 km/s in the ceramic, their leak is about 18% for 5 nm and 9% for 20 nm.

## How far the model serves a real line

Real aluminium also carries longitudinal phonons, at roughly 6.4 km/s. At fixed frequency the density of modes scales as $1/c^3$ and the flux as $c$ times that, or $1/c^2$. Two transverse branches and one longitudinal branch then give the latter 9.9% of the incident flux. Its $k_\parallel$ never exceeds $\omega/(6.4\ \text{km/s})$, so a transverse channel in the ceramic is always available. The open share is at most $0.901\times0.25+0.099\times1=0.32$, against 0.25 in the scalar model. The value 0.32 is an upper bound that cannot be reached, because the three incident branches share the same outgoing channels. The channel count of the roughness section, applied to all branches, is tighter. With a longitudinal speed of about 10.5 km/s in the ceramic, the cap is $(2/6.0^2+1/10.5^2)/(2/3.0^2+1/6.4^2)=0.26$, close to the scalar value.

Random roughness of rms height $\eta$ shifts the phase of a reflected wave by $2k_1h\cos\theta$ at local height $h$. For Gaussian heights with small slopes that vary only over distances much longer than the wavelength, the mean phase factor is $e^{-2k_1^2\eta^2\cos^2\theta}$, and its square, $e^{-4k_1^2\eta^2\cos^2\theta}$, is the specular share. With $\eta=0.3$ nm, 96% of the blocked flux is still reflected specularly at 0.25 THz. For a 2 THz phonon, whose wavelength is 1.5 nm, the estimate falls to 21%. At 300 K this phonon has $hf/k_BT=0.32$, so much of the thermal spectrum lies at still shorter wavelengths. Losing the specular share does not by itself open the interface. Heights that vary this slowly tilt the surface only slightly, so they deflect waves by small angles and mainly blur the edge of the cone. Steeper roughness lies outside this estimate.

Dispersion also grows with frequency. A chain of atoms with spacing $a$ joined by springs obeys $\omega=(2c_1/a)\sin(ka/2)$. For $a=0.3$ nm the phase speed $\omega/k$ lies 0.1% below $c_1$ at 0.25 THz and 7.5% below it at 2 THz. The disc radii are the actual wavevectors, so $F$ becomes $(k_2/k_1)^2$. With the ceramic's speed held fixed, the 2 THz value is $0.25\times0.925^2=0.21$. This overstates the effect for aluminium: the chain with $a=0.3$ nm ends at $c_1/\pi a=3.2$ THz, below the metal's zone-boundary transverse modes. With the lattice-plane spacings of 0.20 to 0.23 nm the same formula gives a slowdown of 3 to 4% and $F\approx0.23$.

Elastic anisotropy, absorption by electrons and inelastic scattering at the interface are left out and not sized. The numbers are therefore shares of phonon flux, and do not give the thermal conductance of the contact.

## What to do about it

- **Choose a closer match of sound speeds.** With the metal fixed, a slower dielectric raises the ceiling $F$ until the two speeds are equal. This concerns the contact alone: if the slower dielectric also conducts heat less well, its own resistance can outweigh the gain. At fixed speeds, the dielectric's density affects only the reflection inside the cone, which costs 0.024 of the incident flux here. Equal densities would not remove this loss entirely, because the impedances also depend on speed and angle.
- **Do not expect a large gain from roughening.** If incidence is already isotropic and scattering at the interface is elastic, the ceiling stays. A lossless interlayer between the same two thick media is subject to the same cap, since it can be counted as part of the interface.
- **Look at scattering inside the film.** Where phonons otherwise bounce specularly between parallel faces, scattering that changes their direction refills the cone and lets cooling continue. In a metal, absorption and re-emission by electrons can do the same. In aluminium at 4 K the electrons also hold most of the heat (a heat capacity near 540 J/m³K, against about 200 J/m³K for the lattice), so the share $N$ does not limit how much heat such a line releases.
- **Keep a fast liner thin when slow material lies behind it.** The useful thickness is set by the wavelength: at 12 nm, going from 20 nm to 5 nm raises the leak of the scalar model from 1.0% to 11% of the incident flux. The relative gain is much smaller for waves polarized in the plane of incidence, which already leak appreciably at 20 nm.

The values of the scalar model are in the numerical output below.

## Table of computed values

```
slow side: speed 3.0 km/s, density 2.7 g/cm3
fast side: speed 6.0 km/s, density 3.3 g/cm3
speed ratio c1/c2: 0.500
critical angle: 30.00 deg
flux share in cone, formula: 0.2500
flux share in cone, mode count: 0.2505
flux share totally reflected: 0.7500
number share in cone, formula: 0.1340
number share in cone, mode count: 0.1343
c2 above which most flux is blocked: 4.24 km/s
flux ratio at doubled speed, mode count: 0.2499
transmittance at normal incidence: 0.8241
average transmission slow to fast: 0.2262
average transmission fast to slow: 0.9050
mean transmittance inside cone: 0.9050
phonon frequency: 0.25 THz; temperature: 4 K
h f/(kB T): 3.00
wavelength, slow side: 12.0 nm
wavenumber k1: 0.5236 1/nm
corrugation test angle: 48.6 deg
corrugation amplitude: 1.91 nm; period: 16.0 nm
transmitted share, flat: 0.0000
transmitted share, corrugated: 0.0735
longitudinal speed, slow side: 6.4 km/s
longitudinal share of incident flux: 0.0990
open share, all polarizations, upper bound: 0.3242
tunnelling share, 5 nm layer: 1.12e-01
tunnelling share, 20 nm layer: 1.00e-02
tunnelling share, 100 nm layer: 5.48e-05
rms roughness: 0.3 nm; atom spacing: 0.3 nm
specular share of blocked flux, 0.25 THz: 0.9639
dispersion slowdown, 0.25 THz: 0.103 %
warm case: 2.0 THz at 300 K, h f/(kB T) = 0.32
warm wavelength, slow side: 1.50 nm
specular share of blocked flux, warm: 0.2092
dispersion slowdown, warm: 7.52 %
```
